# Counting symmetry-distinct vacancy clusters on a periodic monolayer: verification in Python

```python
"""
Result under test: vacancy sets on the sulfur sites of a periodic 2H-type
monolayer are sorted into symmetry classes by a canonical label (the smallest
sorted image under the group G). Growth site by site finds every class once,
and the number of classes equals Burnside's average of fixed sets over G.

Symbols: N = supercell repeat, n = 2 N^2 sulfur sites, k = number of vacancies,
site index = face*N*N + x*N + y, with face 0 = top and 1 = bottom.
Lattice vectors a1, a2 enclose 120 degrees; the metal sits at (1/3, 2/3).
Lengths are in angstrom and energies in eV.
"""
from collections import Counter
from itertools import combinations, product
from math import comb
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

LATTICE = 3.16        # rough MoS2 lattice constant
FACE_GAP = 3.10       # rough height between the two sulfur planes
BOND_CUTOFF = 3.5     # same-face neighbours and vertical pairs
METAL_CUTOFF = 2.6    # sulfur sites bonded to a metal atom
CELL = LATTICE * np.array([[1.0, 0.0], [-0.5, np.sqrt(3) / 2]])

# ---------- symmetry operations found from the structure ----------
metric = np.array([[2, -1], [-1, 2]])
lattice_ops = []
for entries in product((-1, 0, 1), repeat=4):
    matrix = np.array(entries).reshape(2, 2)
    if np.array_equal(matrix.T @ metric @ matrix, metric):
        lattice_ops.append(matrix)
metal_thirds = np.array([1, 2])
crystal_ops = [m for m in lattice_ops
               if np.all((m @ metal_thirds - metal_thirds) % 3 == 0)]
assert len(lattice_ops) == 12 and len(crystal_ops) == 6


def site_table(N):
    return np.indices((2, N, N)).reshape(3, -1)


def group_permutations(N, matrices, face_shifts=(0, 1)):
    face, x, y = site_table(N)
    rows = []
    for m in matrices:
        for shift in face_shifts:
            for tx, ty in product(range(N), repeat=2):
                u = (m[0, 0] * x + m[0, 1] * y + tx) % N
                v = (m[1, 0] * x + m[1, 1] * y + ty) % N
                rows.append(((face + shift) % 2) * N * N + u * N + v)
    return np.array(rows)


# ---------- canonical labels and growth ----------
def canonical(perms, sets):
    """Smallest sorted image of each set, and the size of its orbit."""
    size = sets.shape[1]
    images = np.sort(perms[:, sets], axis=2)
    powers = perms.shape[1] ** np.arange(size - 1, -1, -1)
    codes = images @ powers
    best = codes.min(axis=0)
    stabilizer = (codes == best).sum(axis=0)
    labels = images[codes.argmin(axis=0), np.arange(len(sets))]
    return labels, len(perms) // stabilizer


def grow_classes(perms, kmax, bonded=None):
    """Dictionaries label -> orbit size for k = 0..kmax."""
    levels = [{(): 1}]
    for _ in range(kmax):
        found = {}
        for parent in levels[-1]:
            free = np.ones(perms.shape[1], dtype=bool)
            if bonded is not None and parent:
                free = bonded[list(parent)].any(axis=0)
            if parent:
                free[list(parent)] = False
            candidates = np.array([parent + (int(v),)
                                   for v in np.flatnonzero(free)])
            labels, sizes = canonical(perms, candidates)
            for label, orbit in zip(labels.tolist(), sizes.tolist()):
                found[tuple(label)] = orbit
        levels.append(found)
    return levels


# ---------- Burnside count from cycle lengths ----------
def cycle_type(perm):
    seen, lengths = set(), []
    for start in range(len(perm)):
        length, site = 0, start
        while site not in seen:
            seen.add(site)
            site = perm[site]
            length += 1
        if length:
            lengths.append(length)
    return tuple(sorted(lengths))


def fixed_sets(lengths, kmax):
    poly = [1] + [0] * kmax
    for length in lengths:
        for power in range(kmax, length - 1, -1):
            poly[power] += poly[power - length]
    return poly


def burnside(perms, kmax):
    total = [0] * (kmax + 1)
    for lengths, count in Counter(cycle_type(p) for p in perms.tolist()).items():
        for k, fixed in enumerate(fixed_sets(lengths, kmax)):
            total[k] += count * fixed
    assert all(t % len(perms) == 0 for t in total)
    return [t // len(perms) for t in total]


# ---------- geometry ----------
def periodic_distances(frac_a, z_a, frac_b, z_b, N):
    delta = frac_a[:, None, :] - frac_b[None, :, :]
    best = np.full(delta.shape[:2], np.inf)
    for image in product((-N, 0, N), repeat=2):
        flat = (delta + np.array(image)) @ CELL
        best = np.minimum(best, (flat ** 2).sum(axis=2))
    return np.sqrt(best + (z_a[:, None] - z_b[None, :]) ** 2)


def structure(N):
    """Distances S-S, S-metal and metal-metal in the periodic cell."""
    face, x, y = site_table(N)
    sulfur = np.column_stack([x, y]).astype(float)
    z = FACE_GAP * (0.5 - face)
    metal = sulfur[:N * N] + np.array([1 / 3, 2 / 3])
    flat = np.zeros(N * N)
    return (periodic_distances(sulfur, z, sulfur, z, N),
            periodic_distances(sulfur, z, metal, flat, N),
            periodic_distances(metal, flat, metal, flat, N))


def bond_table(distances):
    return (distances > 0.1) & (distances < BOND_CUTOFF)


def pair_sum(table, triples):
    i, j, k = triples.T
    return table[i, j] * 1.0 + table[i, k] + table[j, k]


def metal_triangles(triples, bonds, to_metal):
    shared = (to_metal[triples] < METAL_CUTOFF).all(axis=1).any(axis=1)
    return shared & (pair_sum(bonds, triples) == 3)


# ---------- test: all subsets of the 3x3 cell, Cartesian generators ----------
def cartesian_permutation(N, linear, centre, shift):
    face, x, y = site_table(N)
    points = np.column_stack([np.column_stack([x, y]) @ CELL,
                              FACE_GAP * (0.5 - face)])
    moved = (points - centre) @ np.array(linear).T + centre + shift
    frac = moved[:, :2] @ np.linalg.inv(CELL)
    cells = np.rint(frac).astype(int)
    assert np.allclose(frac, cells, atol=1e-8)
    cells %= N
    return (moved[:, 2] < 0) * N * N + cells[:, 0] * N + cells[:, 1]


origin = np.zeros(3)
metal_point = np.array([0.0, LATTICE / np.sqrt(3), 0.0])
c, s = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
generators = [
    cartesian_permutation(3, [[c, -s, 0], [s, c, 0], [0, 0, 1]], metal_point, origin),
    cartesian_permutation(3, np.diag([-1, 1, 1]), origin, origin),
    cartesian_permutation(3, np.diag([1, 1, -1]), origin, origin),
    cartesian_permutation(3, np.eye(3), origin, np.append(CELL[0], 0)),
    cartesian_permutation(3, np.eye(3), origin, np.append(CELL[1], 0))]
masks = np.arange(2 ** 18)
popcount = sum((masks >> i) & 1 for i in range(18))
targets = [sum(((masks >> i) & 1) << int(g[i]) for i in range(18))
           for g in generators]
edges = (np.tile(masks, len(generators)), np.concatenate(targets))
graph = coo_matrix((np.ones(len(edges[0]), dtype=np.int8), edges),
                   shape=(len(masks), len(masks)))
_, component = connected_components(graph, directed=False)
_, first_member = np.unique(component, return_index=True)
brute_counts = np.bincount(popcount[first_member], minlength=19).tolist()
perms3 = group_permutations(3, crystal_ops)
assert brute_counts == burnside(perms3, 18)

# ---------- test: growth against Burnside and binomial totals ----------
groups, classes = {}, {}
for N in (3, 4, 6):
    groups[N] = group_permutations(N, crystal_ops)
    assert len(np.unique(groups[N], axis=0)) == 12 * N * N
    classes[N] = grow_classes(groups[N], 4)
    assert [len(level) for level in classes[N]] == burnside(groups[N], 4)
    for k, level in enumerate(classes[N]):
        assert sum(level.values()) == comb(2 * N * N, k)

gate_group = group_permutations(6, crystal_ops, face_shifts=(0,))
gate_classes = grow_classes(gate_group, 3)
assert [len(level) for level in gate_classes] == burnside(gate_group, 3)
bare_count = burnside(group_permutations(6, lattice_ops), 3)[3]
assert bare_count < len(classes[6][3]) < len(gate_classes[3])

# ---------- test: connected clusters, torus against infinite sheet ----------
steps = [(0, x, y) for x, y in product((-1, 0, 1), repeat=2)
         if np.array([x, y]) @ metric @ np.array([x, y]) == 2] + [(1, 0, 0)]
plain_ops = [m.tolist() for m in crystal_ops]


def sheet_label(cluster):
    images = []
    for m in plain_ops:
        for flip in (0, 1):
            pts = [(f ^ flip, m[0][0] * x + m[0][1] * y, m[1][0] * x + m[1][1] * y)
                   for f, x, y in cluster]
            x0, y0 = min(p[1] for p in pts), min(p[2] for p in pts)
            images.append(tuple(sorted((f, x - x0, y - y0) for f, x, y in pts)))
    return min(images)


sheet_levels = [{sheet_label([(0, 0, 0)])}]
for _ in range(4):
    grown = set()
    for cluster in sheet_levels[-1]:
        for f, x, y in cluster:
            for df, dx, dy in steps:
                site = (f ^ df, x + dx, y + dy)
                if site not in cluster:
                    grown.add(sheet_label(cluster + (site,)))
    sheet_levels.append(grown)
sheet_counts = [len(level) for level in sheet_levels]

bonds4, bonds5 = bond_table(structure(4)[0]), bond_table(structure(5)[0])
torus5 = [len(v) for v in
          grow_classes(group_permutations(5, crystal_ops), 4, bonds5)[1:]]
torus4 = [len(v) for v in grow_classes(groups[4], 5, bonds4)[1:]]
assert torus5 == sheet_counts[:4]
assert torus4[:3] == sheet_counts[:3] and torus4[4] < sheet_counts[4]

quads = np.array(list(combinations(range(32), 4)))
links = bonds4[quads[:, :, None], quads[:, None, :]].astype(int) + np.eye(4, dtype=int)
reach = links @ links @ links
connected_quads = quads[reach.min(axis=(1, 2)) > 0]
fixed_total = sum(int((np.sort(p[connected_quads], axis=1)
                       == connected_quads).all(axis=1).sum()) for p in groups[4])
assert fixed_total == torus4[3] * len(groups[4])

# ---------- test: spectra of one-orbital-per-atom symmetry probes ----------
# Rigid probe: vacancies only delete orbitals. Responding probe: each metal
# level also shifts in proportion to its number of missing sulfur neighbours.
ss4, sm4, mm4 = structure(4)
all_distances = np.block([[ss4, sm4], [sm4.T, mm4]])
HOPPING, DECAY, SULFUR_LEVEL, RESPONSE = 1.0, 1.0, -2.0, 0.5
probe = -HOPPING * np.exp(-(all_distances - 2.4) / DECAY)
np.fill_diagonal(probe, [SULFUR_LEVEL] * 32 + [0.0] * 16)


def spectrum(vacancies, response):
    vacancies = np.array(vacancies)
    keep = np.setdiff1d(np.arange(48), vacancies)
    missing = (sm4[vacancies] < METAL_CUTOFF).sum(axis=0)
    shifts = np.concatenate([np.zeros(32), response * missing])
    return np.linalg.eigvalsh((probe + np.diag(shifts))[np.ix_(keep, keep)])


triples4 = np.array(list(combinations(range(32), 3)))
labels4, _ = canonical(groups[4], triples4)
members = {}
for triple, label in zip(triples4, labels4.tolist()):
    members.setdefault(tuple(label), []).append(triple)


def compare_classes(response):
    """Largest spread inside a class, and number of different spectra."""
    spread, distinct = 0.0, []
    for label, group in members.items():
        reference = spectrum(label, response)
        for triple in group[::max(1, len(group) // 6)]:
            change = np.abs(spectrum(triple, response) - reference).max()
            spread = max(spread, change)
        if all(np.abs(reference - other).max() > 1e-6 for other in distinct):
            distinct.append(reference)
    return spread, len(distinct)


rigid_spread, rigid_distinct = compare_classes(0.0)
response_spread, response_distinct = compare_classes(RESPONSE)
assert max(rigid_spread, response_spread) < 1e-9
assert rigid_distinct < len(members)

reps4 = np.array(list(classes[4][3]))
triangles = reps4[pair_sum(bonds4, reps4) == 3]
centred = metal_triangles(triangles, bonds4, sm4)
assert len(triangles) == 2 and centred.sum() == 1
rigid_shift, response_shift = [
    np.abs(spectrum(triangles[0], r) - spectrum(triangles[1], r)).max()
    for r in (0.0, RESPONSE)]
assert rigid_shift < 1e-9
assert response_shift > 1e-6

# Deleting orbitals multiplies det(E - H) by the determinant of the perfect
# sheet's Green's function on the deleted sites, here at a complex energy.
energy_point = 0.3 + 1.0j
resolvent = np.linalg.inv(energy_point * np.eye(48) - probe)
perfect_levels = np.linalg.eigvalsh(probe)
green_blocks = []
for triangle in triangles:
    block = resolvent[np.ix_(triangle, triangle)]
    direct = (np.prod(energy_point - spectrum(triangle, 0.0))
              / np.prod(energy_point - perfect_levels))
    assert abs(direct / np.linalg.det(block) - 1) < 1e-8
    green_blocks.append(block)
green_difference = np.abs(green_blocks[0] - green_blocks[1]).max()
assert green_difference < 1e-10

# ---------- worked example: three vacancies in the 6x6 cell ----------
ss6, sm6, _ = structure(6)
bonds6 = bond_table(ss6)
reps = np.array(list(classes[6][3]))
orbit_sizes = np.array(list(classes[6][3].values()), dtype=float)
distance_lists = {tuple(np.round(sorted([ss6[i, j], ss6[i, k], ss6[j, k]]), 4))
                  for i, j, k in reps}
assert len(distance_lists) < len(reps)

T_ANNEAL, T_USE = 900.0, 300.0
E_SIDE, E_VERTICAL = -0.10, -0.05        # round model pair energies
E_FAR, E_TRIANGLE = -0.02, -0.10         # trial sizes of neglected terms
BARRIER, ATTEMPT = 2.0, 1e13             # rough migration barrier and frequency
FIELD, PERMITTIVITY = 1.0, 10.0          # MV/cm and rough screening
kT = const.k * T_ANNEAL / const.e
face6, x6, y6 = site_table(6)
vertical = bonds6 & (face6[:, None] != face6[None, :])
pair_energy = E_SIDE * (bonds6 & ~vertical) + E_VERTICAL * vertical
far_pairs = (ss6 >= BOND_CUTOFF) & (ss6 < 6.0)


def cluster_probability(triples, weights, pairs, triangle_energy=0.0, inv_kT=1 / kT):
    energy = pair_sum(pairs, triples)
    energy = energy + triangle_energy * metal_triangles(triples, bonds6, sm6)
    boltzmann = weights * np.exp(-energy * inv_kT)
    joined = pair_sum(bonds6, triples) >= 2
    return boltzmann[joined].sum() / boltzmann.sum()


all_triples = np.array(list(combinations(range(72), 3)))
p_full = cluster_probability(all_triples, np.ones(len(all_triples)), pair_energy)
p_reduced = cluster_probability(reps, orbit_sizes, pair_energy)
p_unweighted = cluster_probability(reps, np.ones(len(reps)), pair_energy)
p_random = cluster_probability(reps, orbit_sizes, pair_energy, inv_kT=0.0)
p_far = cluster_probability(reps, orbit_sizes, pair_energy + E_FAR * far_pairs)
p_triangle = cluster_probability(reps, orbit_sizes, pair_energy, E_TRIANGLE)
assert abs(p_full - p_reduced) < 1e-12
assert abs(p_unweighted - p_reduced) > 1e-3

area = 36 * abs(np.linalg.det(CELL))
rates = [ATTEMPT * np.exp(-BARRIER * const.e / (const.k * T))
         for T in (T_USE, T_ANNEAL)]
face_bias = FIELD * 1e8 * FACE_GAP * 1e-10
repulsion = const.e / (4 * np.pi * const.epsilon_0 * PERMITTIVITY * LATTICE * 1e-10)

# ---------- printed numbers ----------
print(f"lattice constant {LATTICE:.2f}, face gap {FACE_GAP:.2f}, bond cutoff {BOND_CUTOFF} angstrom")
print("in-plane operations: bare lattice", len(lattice_ops), "| crystal", len(crystal_ops))
print("3x3 cell: sites 18, group order", len(perms3))
print("3x3 Burnside table for k=2 (cycles as length^number):")
pair_total = 0
for lengths, count in sorted(Counter(cycle_type(p) for p in perms3.tolist()).items()):
    text = " ".join(f"{a}^{b}" for a, b in sorted(Counter(lengths).items()))
    fixed = fixed_sets(lengths, 2)[2]
    pair_total += count * fixed
    print(f"  {text}: operations {count}, fixed pairs {fixed}")
print("  sum of fixed pairs", pair_total, "| classes", pair_total // len(perms3))
print("3x3 pair classes (site labels: orbit size):")
for label, orbit in sorted(classes[3][2].items()):
    print(f"  {label}: {orbit}, distance {structure(3)[0][label]:.3f} angstrom")
print("3x3 classes, all subsets, k=0..9:", brute_counts[:10])
print("3x3 classes summed over all k:", sum(brute_counts))
print("6x6 cell: sites 72, group order", len(groups[6]))
for k in range(1, 5):
    print(f"  k={k}: configurations {comb(72, k)}, classes {len(classes[6][k])}")
print("  sets labelled in the step from k=3 to k=4:", len(reps) * 69)
print("  k=3 orbit sizes (size: classes):", dict(sorted(Counter(classes[6][3].values()).items())))
print("  k=3 classes: metal ignored", bare_count, "| no face mirror", len(gate_classes[3]))
print("  k=3 distinct distance lists:", len(distance_lists))
print("connected classes k=1..5, infinite sheet:", sheet_counts)
print("connected classes k=1..4, 5x5 cell:", torus5)
print("connected classes k=1..5, 4x4 cell:", torus4)
print("4x4 connected sets k=4:", len(connected_quads), "| fixed-set sum", fixed_total)
print(f"probe: hopping {HOPPING} eV at 2.4 angstrom, decay {DECAY} angstrom, S level {SULFUR_LEVEL} eV")
print(f"metal level response {RESPONSE} eV per missing S neighbour")
print(f"4x4 k=3 classes {len(reps4)}; distinct spectra: rigid {rigid_distinct}, responding {response_distinct}")
print(f"spectral spread within classes below 1e-9 eV: {max(rigid_spread, response_spread) < 1e-9}")
print(f"triangle level difference: rigid {rigid_shift:.1e} eV, responding {response_shift:.4f} eV")
print(f"6x6 side {6 * LATTICE:.2f} angstrom = {0.6 * LATTICE:.3f} nm")
print(f"density of 3 vacancies {3 / (area * 1e-16):.2e} cm^-2")
print(f"pair energies: side {E_SIDE:.2f} eV, vertical {E_VERTICAL:.2f} eV")
print(f"anneal {T_ANNEAL:.0f} K, kT {kT:.4f} eV")
print(f"one-cluster probability: all sets {p_full:.5f}, classes {p_reduced:.5f}")
print(f"  without orbit sizes {p_unweighted:.5f}, random placement {p_random:.5f}")
print(f"  with {E_FAR} eV for pairs from {BOND_CUTOFF} to 6.0 angstrom: {p_far:.5f}")
print(f"  with {E_TRIANGLE} eV for metal-centred triangle: {p_triangle:.5f}")
print(f"barrier {BARRIER} eV, attempt frequency {ATTEMPT:.0e} s^-1")
print(f"hop rate {rates[0]:.1e} s^-1 at {T_USE:.0f} K, {rates[1]:.1e} s^-1 at {T_ANNEAL:.0f} K")
print(f"unscreened face bias per charge at {FIELD} MV/cm: {face_bias:.3f} eV")
print(f"charged-neighbour repulsion, permittivity {PERMITTIVITY:.0f}: {repulsion:.2f} eV")
print("success")
```

It prints:

```
lattice constant 3.16, face gap 3.10, bond cutoff 3.5 angstrom
in-plane operations: bare lattice 12 | crystal 6
3x3 cell: sites 18, group order 108
3x3 Burnside table for k=2 (cycles as length^number):
  1^18: operations 1, fixed pairs 153
  1^6 2^6: operations 9, fixed pairs 21
  1^6 3^4: operations 6, fixed pairs 15
  2^9: operations 10, fixed pairs 9
  2^3 6^2: operations 6, fixed pairs 3
  3^6: operations 20, fixed pairs 0
  3^2 6^2: operations 18, fixed pairs 0
  6^3: operations 38, fixed pairs 0
  sum of fixed pairs 540 | classes 5
3x3 pair classes (site labels: orbit size):
  (0, 1): 54, distance 3.160 angstrom
  (0, 5): 18, distance 5.473 angstrom
  (0, 9): 9, distance 3.100 angstrom
  (0, 10): 54, distance 4.427 angstrom
  (0, 14): 18, distance 6.290 angstrom
3x3 classes, all subsets, k=0..9: [1, 1, 5, 15, 44, 101, 217, 338, 469, 510]
3x3 classes summed over all k: 2892
6x6 cell: sites 72, group order 432
  k=1: configurations 72, classes 1
  k=2: configurations 2556, classes 13
  k=3: configurations 59640, classes 168
  k=4: configurations 1028790, classes 2549
  sets labelled in the step from k=3 to k=4: 11592
  k=3 orbit sizes (size: classes): {24: 1, 72: 9, 144: 3, 216: 39, 432: 116}
  k=3 classes: metal ignored 100 | no face mirror 336
  k=3 distinct distance lists: 84
connected classes k=1..5, infinite sheet: [1, 2, 5, 22, 99]
connected classes k=1..4, 5x5 cell: [1, 2, 5, 22]
connected classes k=1..5, 4x4 cell: [1, 2, 5, 22, 89]
4x4 connected sets k=4: 2920 | fixed-set sum 4224
probe: hopping 1.0 eV at 2.4 angstrom, decay 1.0 angstrom, S level -2.0 eV
metal level response 0.5 eV per missing S neighbour
4x4 k=3 classes 37; distinct spectra: rigid 25, responding 37
spectral spread within classes below 1e-9 eV: True
triangle level difference: rigid 1.1e-14 eV, responding 0.3687 eV
6x6 side 18.96 angstrom = 1.896 nm
density of 3 vacancies 9.64e+13 cm^-2
pair energies: side -0.10 eV, vertical -0.05 eV
anneal 900 K, kT 0.0776 eV
one-cluster probability: all sets 0.16328, classes 0.16328
  without orbit sizes 0.32964, random placement 0.02052
  with -0.02 eV for pairs from 3.5 to 6.0 angstrom: 0.16430
  with -0.1 eV for metal-centred triangle: 0.22550
barrier 2.0 eV, attempt frequency 1e+13 s^-1
hop rate 2.5e-21 s^-1 at 300 K, 6.3e+01 s^-1 at 900 K
unscreened face bias per charge at 1.0 MV/cm: 0.031 eV
charged-neighbour repulsion, permittivity 10: 0.46 eV
success
```
